Dispersion energy of two parallel two-dimensional metals from plasmon zero-point modes

## First half: free carriers, coupled sheets and the effect of a gap

### The result

Two identical, flat, parallel metallic sheets at distance D attract each other. At zero temperature the part of their energy per unit area that depends on D is, to leading order at large D,

E(D) = −(C/4π) √(2πn/m) D^(−5/2),

C = ∫₀^∞ x^(3/2) [2 − √(1 + e^(−x)) − √(1 − e^(−x))] dx = 0.06298.

Here n is the number of mobile carriers per area in each sheet and m is their mass. With the numerical factors collected,

E(D) = −0.01256 √(n/m) D^(−5/2).

The algebra is in atomic units: ħ, the electron mass and the elementary charge are 1, lengths are in bohr and energies in hartree. Each sheet is ideally thin and clean, has a parabolic band with two spin states, and carries a uniform background that neutralizes it. Carriers do not pass between the sheets, and their densities do not overlap. The Coulomb interaction is taken as instantaneous, which is the meaning of "nonretarded". The second half works out how large D must be for the leading term to suffice, and how small it must be for retardation not to matter.

### One sheet

The simplest case is a single sheet in the plane z = 0. Let its carrier density be n + δn, with δn proportional to e^(iq·r), where r and q lie in the plane. The potential energy V of a carrier in the field of this density wave obeys Laplace's equation away from the sheet. A solution that decays on both sides is

V = B e^(iq·r) e^(−q|z|) δn,

because the in-plane derivatives give −q² and the z derivatives give +q². The amplitude B follows from the jump of the normal derivative across the sheet. Gauss's law makes that jump −4πδn, and the solution makes it −2qBδn. Hence B = 2π/q. The interaction between density waves in planes a distance D apart is therefore

v(q, D) = (2π/q) e^(−qD).

It is positive because carriers of equal charge repel. As a check, transforming back to real space must return the Coulomb law,

∫₀^∞ e^(−qD) J₀(qr) dq = 1/√(r² + D²),

where J₀ is the Bessel function left by the angular integral. A numerical test at two values of r confirms this.

Now let the carriers move. If ξ(r, t) is their displacement, conservation of particles gives, to first order,

δn = −n ∇·ξ,

and Newton's law for a carrier is

m ∂²ξ/∂t² = −∇V.

The carriers' own Fermi motion is left out for now; it is restored in the second half. Taking two time derivatives of the first equation and inserting the second gives

∂²δn/∂t² = (n/m) ∇²V.

For a wave of frequency ω the left side is −ω²δn. On the right, ∇² gives −q², and V = (2π/q)δn. The two minus signs cancel, so that

ω₀² = (nq²/m)(2π/q) = 2πnq/m.

The frequency of the two-dimensional plasmon tends to zero as √q. In a uniform three-dimensional gas the interaction is 4π/q², and the same steps give a frequency that does not depend on q. The softness of the sheet plasmon comes from its field spreading into the space outside the plane, and it will set the power of D.

### Two sheets

With two sheets, the potential in sheet i comes from both densities:

V_i = Σ_j v_ij δn_j, v₁₁ = v₂₂ = 2π/q, v₁₂ = v₂₁ = (2π/q) e^(−qD).

The steps used for one sheet now give two coupled equations,

ω² δn_i = (nq²/m) Σ_j v_ij δn_j.

Since the sheets are identical, the normal modes have δn₁ = δn₂ or δn₁ = −δn₂. In the first case the two interactions add, and in the second they subtract:

ω₊² = ω₀² (1 + e^(−qD)),

ω₋² = ω₀² (1 − e^(−qD)).

Two limits test these formulas. For qD ≫ 1 the exponential vanishes and both modes return to ω₀, as they must for independent sheets. For qD ≪ 1 the in-phase mode has ω₊² → 4πnq/m, which is the plasmon of one sheet with density 2n. In the out-of-phase mode the fields nearly cancel outside the pair, and 1 − e^(−qD) ≈ qD gives

ω₋ ≈ q √(2πnD/m).

This is an acoustic mode. Its speed can be compared with the Fermi velocity v_F. Two spin states fill a disc of radius k_F, so n = 2πk_F²/(2π)² = k_F²/(2π), and v_F = k_F/m = √(2πn)/m. The speed of the acoustic mode is then v_F √(mD). For mD ≫ 1 the mode is much faster than any carrier, so neglecting the carriers' own motion is consistent.

### Zero-point energy

The longitudinal displacements form a set of harmonic oscillators, one per sheet for each q in a large periodic box. Although the Fourier amplitudes are complex, those of q and −q are conjugates, so the pair holds two real coordinates, which is one per q. Each oscillator has the ground-state energy ω/2. Transverse displacements produce no density and feel no force in this model, so they add nothing that depends on D.

The modes at infinite distance serve as the reference. In a box of unit area the sum over q becomes ∫d²q/(2π)², and

E(D) = ½ ∫ d²q/(2π)² (ω₊ + ω₋ − 2ω₀).

The angular integral gives 2π, and ½ · 2π/(4π²) = 1/(4π). Therefore

E(D) = (1/4π) ∫₀^∞ q dq √(2πnq/m) [√(1 + e^(−qD)) + √(1 − e^(−qD)) − 2].

Set q = x/D. The measure q dq gives D^(−2) x dx, and the frequency gives D^(−1/2) x^(1/2). The bracket depends on x alone. This yields the stated law, with the minus sign moved out of the bracket so that C is positive.

The sign is that of attraction because the square root is a concave function: raising one squared frequency and lowering the other by the same amount reduces the sum of the frequencies. The power has a direct reading as well. The modes that couple have q of order 1/D. Their number per area scales as D^(−2), and the frequency of each scales as D^(−1/2). The relative splitting at given qD does not shrink with distance. The force per area, −dE/dD, is attractive and falls as D^(−7/2).

The integral converges at both ends. Near x = 0 the bracket in C tends to 2 − √2, and the integrand goes as x^(3/2). At large x the expansion √(1 ± y) = 1 ± y/2 − y²/8 + … with y = e^(−x) leaves y²/4, so the integrand falls as x^(3/2) e^(−2x)/4.

### A series for C

The full binomial series of √(1 + y) + √(1 − y) keeps the even powers, each twice. The zeroth-order term cancels the 2, and

2 − √(1 + y) − √(1 − y) = −2 Σ_(k≥1) binom(1/2, 2k) y^(2k).

The even coefficients beyond the zeroth are negative, so every term of the sum contributes with a positive sign, and the sum may be integrated term by term. With

∫₀^∞ x^(3/2) e^(−2kx) dx = Γ(5/2) (2k)^(−5/2)

the constant becomes

C = −2 Γ(5/2) Σ_(k≥1) binom(1/2, 2k) (2k)^(−5/2).

For k = 1 the coefficient is binom(1/2, 2) = ½(−½)/2 = −1/8, and this term equals 0.05875. It is 93 per cent of C. Since y measures the interaction between the sheets, this is the part of second order in that interaction, with the screening inside each sheet already included. The series and direct quadrature agree in the test.

The continuum integral was also tested against an explicit sum. In a periodic box of side 100D, the 2 × 2 matrix (nq²/m)v_ij was diagonalized for each allowed q and the zero-point frequencies were added. The sum is 0.9994 times the law. The mesh spacing here is 2π/(100D), or 0.063/D. A calculation that samples q must resolve the scale 1/D, because that is where the energy arises.

### What changes when the carriers are bound

Suppose next that each carrier is tied to its site by a spring of frequency ω_g. This is a simple model of an insulating layer that can be polarized only in its plane. Newton's law acquires a restoring force,

m ∂²ξ/∂t² = −∇V − mω_g² ξ,

and each squared mode frequency is raised by ω_g²:

ω±² = ω_g² + ω₀² (1 ± e^(−qD)).

Write W² = ω_g² + ω₀² and c = ω₀² e^(−qD). For c ≪ W² the same expansion of the square roots gives

√(W² + c) + √(W² − c) − 2W ≈ −c²/(4W³).

At large D the important q are small, so ω₀² becomes negligible beside ω_g² and W → ω_g. Then

E → −(1/4π) (1/(4ω_g³)) (2πn/m)² ∫₀^∞ q³ e^(−2qD) dq.

One factor q in the integrand comes from the measure and two come from ω₀⁴. The integral is 3!/(2D)⁴ = 3/(8D⁴). Collecting factors, (4π²/16π)(3/8) = 3π/32, and

E → −3πn² / (32 m² ω_g³ D⁴).

The binding has changed the power from −5/2 to −4. In the bound layer the frequency stays at ω_g as q → 0, while the relative coupling ω₀²/ω_g² falls as 1/D. The energy is of second order in this coupling, which gives D^(−2) from the number of modes and D^(−2) from the coupling squared.

### The same limit from pairs of atoms

The bound case can be obtained in real space, which tests the mode picture by another route. Take one in-plane oscillator in each sheet, separated by R with in-plane part r, so that R² = r² + D². The dipole interaction couples their displacements through the tensor

T_ij = (3R_iR_j − R²δ_ij)/R⁵, with i and j in the plane.

Its eigenvalues are τ₁ = (3r² − R²)/R⁵ along r and τ₂ = −1/R³ across it. Along each direction the coupled frequencies satisfy ω² = ω_g² ± τ/m. Expanding half their sum, minus the uncoupled value, gives −τ²/(8m²ω_g³). The energy of the pair is therefore

E_pair = −(τ₁² + τ₂²)/(8m²ω_g³),

τ₁² + τ₂² = 9r⁴/R¹⁰ − 6r²/R⁸ + 2/R⁶.

Per unit area there are n oscillators in the first sheet, and each interacts with n d²r in the second. With s = r²/D² the measure 2πr dr becomes πD² ds, and

∫ d²r (τ₁² + τ₂²) = (π/D⁴) ∫₀^∞ ds [9s²/(1+s)⁵ − 6s/(1+s)⁴ + 2/(1+s)³].

The three terms integrate to 9/12, −6/6 and 2/2, so the sum is 3/4. The energy per area is −(n²/8m²ω_g³)(3π/4)/D⁴, which is again −3πn²/(32m²ω_g³D⁴).

For ω_g = 5 eV and the density of the worked example below, the full mode integral at D = 5000 bohr is 0.9969 times the pair sum. Both are nonretarded, so this tests the algebra and does not describe a real layer at that distance: retardation matters once D approaches the speed of light divided by ω_g, here about 750 bohr. The sign of the small difference follows from W. Since W^(−3) ≈ ω_g^(−3)(1 − 3ω₀²/(2ω_g²)), and the mean of q with weight q³e^(−2qD) is 2/D, the energy is multiplied by 1 − 3ℓ/D with ℓ = 2πn/(mω_g²). The pair law therefore requires D ≫ ℓ. As ω_g → 0 this length grows without bound, and a metal never reaches the D^(−4) regime of this model.

Any interaction of the form −C₆/R⁶ with a fixed coefficient leads to the same power between sheets, because ∫d²r/(r² + D²)³ = π/(2D⁴). Changing C₆ changes the size of the tail and leaves its exponent at −4.

## Second half: electronic response, corrections and a worked example

### Symbols carried over

Two sheets of density n and carrier mass m are a distance D apart, and q is the in-plane wave number. The interactions are v₁₁ = 2π/q and v₁₂ = v₁₁e^(−qD). One sheet has the plasmon ω₀² = 2πnq/m, and the pair has ω±² = ω₀²(1 ± e^(−qD)). Their zero-point energy is

E₀(D) = −(C/4π) √(2πn/m) D^(−5/2), C = 0.06298.

The Fermi wave number and velocity are k_F = √(2πn) and v_F = k_F/m.

### From frequencies to a response function

The first half treated the carriers as a cold fluid. A Fermi gas also has electron-hole excitations, and the energy must be written in a form that includes them. The starting point is

∫₀^∞ ln[(u² + a²)/(u² + b²)] du = π(a − b).

Both sides vanish at a = b, and the derivative of the left side with respect to a is ∫₀^∞ 2a/(u² + a²) du = π. Applied to ω₊ + ω₋ − 2ω₀, the identity brings in the product

(u² + ω₊²)(u² + ω₋²) = (u² + ω₀²)² − ω₀⁴ e^(−2qD).

Division by (u² + ω₀²)² gives

E = (1/4π²) ∫₀^∞ q dq ∫₀^∞ du ln(1 − λ² e^(−2qD)), λ = ω₀²/(u² + ω₀²).

Let χ₀ be the density response of independent carriers to the total potential, and let P = −χ₀ at the imaginary frequency iu. For the cold fluid P = nq²/(mu²), so v₁₁P = ω₀²/u² and

λ = v₁₁P/(1 + v₁₁P).

This form also holds for the P of a real Fermi gas within the random-phase approximation (RPA), in which carriers respond independently to the total Coulomb potential. To show it, multiply v₁₂ by a factor g that runs from 0 to 1. The derivative of the ground-state energy with respect to g is the mean interaction between the sheets,

dE/dg = ∫ d²q/(2π)² v₁₂ S₁₂, S₁₂ = −(1/π) ∫₀^∞ du χ₁₂(q, iu).

S₁₂ is the correlation of the two density fluctuations per area. Its relation to χ₁₂ holds because an excitation of energy Ω enters χ₁₂ with the factor −2Ω/(Ω² + u²), whose integral over u is −π. In the RPA the response matrix is the inverse of χ₀^(−1) − v, with diagonal elements −(1/P + v₁₁) and off-diagonal elements −g v₁₂. Inverting it gives

χ₁₂ = g v₁₂P² / [(1 + v₁₁P)² − g²v₁₂²P²].

With L = λe^(−qD) = v₁₂P/(1 + v₁₁P), this means v₁₂χ₁₂ = gL²/(1 − g²L²), which is the derivative of −½ ln(1 − g²L²). Integration over g returns the logarithmic formula, now for any P.

### The response of the Fermi disc

First-order perturbation theory gives

χ₀(q, ω) = 2 ∫ d²k/(2π)² (f_k − f_(k+q))/(ω − Δ), Δ = (q² + 2k·q)/(2m),

where f is 1 inside the Fermi disc and 0 outside, and the factor 2 counts spin. In the second term replace k by −k − q. This turns f_(k+q) into f_k and Δ into −Δ, so

χ₀ = 2 ∫ d²k/(2π)² f_k · 2Δ/(ω² − Δ²).

At ω = iu,

P = 4 ∫ d²k/(2π)² f_k Δ/(Δ² + u²) = 4 Re ∫ d²k/(2π)² f_k/(Δ + iu).

Put A = q²/(2m) + iu. The angular integral of 1/(A + (kq/m) cos θ) is 2π/√(A² − k²q²/m²), with the root of positive real part. Then

∫₀^(k_F) k dk/√(A² − k²q²/m²) = (m²/q²)(A − S), S = √(A² − v_F²q²),

and therefore

P = (2m²/(πq²)) Re(A − S).

This was tested against direct integration over the disc.

### The first correction to the law

For q ≪ k_F expand S to first order in q²/(2m):

S ≈ i√(u² + v_F²q²) + (q²/2m) u/√(u² + v_F²q²).

The real part of A − S gives

P ≈ (m/π)[1 − u/√(u² + v_F²q²)].

For u ≫ v_Fq the bracket is v_F²q²/(2u²) − 3v_F⁴q⁴/(8u⁴). Since mv_F²/(2π) = n/m,

P ≈ (nq²/(mu²)) [1 − (3/4) v_F²q²/u²].

The modes are the solutions of 1 + (v₁₁ ± v₁₂)P = 0 with u² = −ω². To this order they are

ω±² = ω₀²(1 ± e^(−qD)) + (3/4) v_F²q².

At D = 100 bohr, for qD = 0.3 and 1, zeros of the determinant computed from the Fermi-disc integral agree with this to a relative 9·10^(−6).

The added term shifts each frequency by (3/8)v_F²q²/ω. Also v_F²q²/ω₀ = (1/m)√(2πn/m) q^(3/2). Subtracting the separated sheets and setting x = qD gives

E₁ = +(1/4π)(3/8)(1/m) √(2πn/m) C₁ D^(−7/2),

C₁ = ∫₀^∞ x^(5/2) [(1 + e^(−x))^(−1/2) + (1 − e^(−x))^(−1/2) − 2] dx = 0.2391.

Hence, within the RPA,

E ≈ E₀ [1 − (3/8)(C₁/C)/(mD)] = E₀ [1 − 1.42/(mD)].

The density has dropped out because v_F²q²/ω₀² = q/m. The Fermi motion of the carriers stiffens the modes and weakens the attraction. This is more than the effect of an ordinary pressure: the isotropic pressure πn²/(2m) would add only v_F²q²/2 to each squared frequency. Without collisions the wave strains the Fermi disc along q alone, which gives the larger factor 3/4.

The expansion in v_Fq/u fails in the range u ≲ v_Fq, where electron-hole pairs matter. There 1/(v₁₁P) is of order q/m in the true response. The corrected mode frequencies correspond to 1/(v₁₁P) ≈ [u² + (3/4)v_F²q²]/ω₀², which is of the same order in this range. The range is a fraction v_Fq/ω₀ = √(q/m) of the plasmon scale. The relative error is thus of order (mD)^(−3/2), beyond the term kept. Recoil gives a relative change of order 1/[mD(k_FD)²], since (q²/2m)²/ω₀² = q³/(4mk_F²). For k_FD ≫ 1 this is small beside the term kept.

The full RPA integral at mD = 1000 gives the coefficient 1.401 for the example density, for a quarter of it, and for half the mass. This is 1.6 per cent below 1.4235, a difference compatible with the estimated next order.

### An exchange kernel

The RPA omits exchange and correlation in the response. Their simplest form is a constant f added to the interaction inside a sheet, v₁₁ → v₁₁ + f. It adds nfq²/m to each squared frequency. Compared with (3/4)v_F²q² = (3/4)(2πn/m²)q², this amounts to the replacement

3/8 → 3/8 + mf/(4π).

The leading law is unchanged, because f is negligible beside 2π/q as q → 0.

For an estimate with m = 1, take f from the exchange energy of the uniform gas. That energy per area is −(1/16π⁴) ∫∫ d²k d²k′ 2π/|k − k′| over two Fermi discs. For a disc of radius k, the integral of 1/|k − k′| from a point on the rim is ∫ 2k cos θ dθ = 4k, with θ from −π/2 to π/2. Building the disc ring by ring gives 8πk_F³/3 with each pair counted once, so the double integral is 16πk_F³/3. The exchange energy is −2k_F³/(3π²), and its second derivative with respect to n is

f = −√(2/π)/√n.

At the example density f = −4.77 hartree bohr², and the coefficient 1.42 becomes −0.02. The full integral gives −0.04 at D = 1000 bohr. The second derivative of the kinetic energy πn²/(2m) is π/m = 3.14 hartree bohr², so its sum with f is negative, and exchange is not a small addition at this density. The near cancellation belongs to this density, since f depends on n, and to this choice of f, which describes a static, uniform compression. A plasmon strains the Fermi disc along q only, and a kernel suited to that motion can differ. The estimate shows only that the first correction depends on the kernel, so the RPA value of that correction is not a final one.

### When retardation enters

With finite light speed c, let fields vary as e^(ξt), and put κ² = q² + ξ²/c². A sheet current K obeys ξK = (n/m)E_s, where E_s is the electric field in the sheet. The scalar and vector potentials of a sheet are (2π/κ)ρe^(−κ|z|) and (2π/cκ)Ke^(−κ|z|), with ξρ = −iqK for a current along q. The field it makes in its own plane is

E_s = −(2π/κ)(q²/ξ + ξ/c²)K = −(2πκ/ξ)K.

A current across q has no charge, and E_s = −(2πξ/(c²κ))K. The field in the other sheet carries the factor e^(−κD). Multiplying by n/(mξ) gives the dimensionless self-couplings

h = 2πnκ/(mξ²) along q, h = q₀/κ across q, q₀ = 2πn/(mc²).

The mode determinant, divided by its value for separated sheets, is 1 − r²e^(−2κD) with r = h/(1 + h). In a large closed box it is a ratio of products of ξ² + ω_i², so the frequency identity applies as before, and the two polarizations add.

Let ε = q₀D, y = κD and ξ = w√(2πn/(mD)). Then r = y/(y + w²) along q and r = ε/(y + ε) across q. At fixed ξ, q dq = κ dκ, so the integral starts at y = w√ε. In the nonretarded limit the double integral of y ln(1 − r²e^(−2y)) over y and w is −πC. For small ε there are two changes:

- Along q, the region w > y/√ε is lost. There r ≈ y/w², and the change is +∫ y dy e^(−2y) ∫ y²dw/w⁴ = +ε^(3/2)/6.
- Across q, r ≈ ε/y for w < y/√ε, and the change is −∫ y dy (y/√ε)(ε²/y²)e^(−2y) = −ε^(3/2)/2.

The sum is −ε^(3/2)/3. Divided by −πC, it gives the relative change of the energy,

δE/E₀ = +ε^(3/2)/(3πC).

The first effect of retardation in this model is a slight strengthening, due to the transverse currents. Quadrature at ε = 10^(−4) gives 0.9965 times this law. The expansion says nothing about ε near 1.

### Worked example

Take the round parameters n = 0.1 Å^(−2) and m = 1, with no particular material in mind. Then n = 0.02800 bohr^(−2) and √n = 0.1673. At D = 10 Å = 18.90 bohr, D^(5/2) = 1552, and

E₀ = −0.01256 × 0.1673/1552 = −1.354·10^(−6) hartree/bohr² = −1.316·10^(−4) eV/Å².

The correction length 1.42 bohr is 0.753 Å, so the corrected value is −1.316·10^(−4) × (1 − 0.0753) = −1.217·10^(−4) eV/Å². The RPA integral gives −1.231·10^(−4) eV/Å². The law alone is thus about 7 per cent too strong relative to the RPA, and the corrected law about 1 per cent too weak. At 80 Å the law and the RPA differ by 0.9 per cent. There ε = 1.4·10^(−3), and retardation changes the energy by a relative 9·10^(−5). The value ε = 1 is reached at 5.6·10⁴ Å.

A comparison layer with the same n and m but ω_g = 5 eV has an energy smaller than the RPA value by a factor of 8 at 10 Å and 115 at 80 Å. These factors show the trend with distance and not the size for a real insulator, because this layer responds only in its plane. For isotropic oscillators the squared couplings add up to 6/R⁶, and the pair sum is four times as large. Between 40 and 80 Å the local exponents are −2.49 for the metal and −3.87 for the bound layer.

For first-principles work this fixes what a method must contain. A semilocal density functional gives no attraction between sheets whose densities do not overlap, since its energy density at a point then depends on one sheet alone. A pairwise tail can be fitted at one distance. If it is matched to the RPA at 10 Å, its D^(−4) decay gives 1.231·10^(−4)/8⁴ = 3.0·10^(−8) eV/Å² at 80 Å, where the RPA gives 7.2·10^(−7), 24 times more. A response calculation must include the intraband term nq²/(mu²) and resolve q on the scale 1/D; an artificial gap ω_g would bring back the power −4 once D ≫ ℓ = 2πn/(mω_g²).

The numbers refer to ideal sheets. Finite thickness, interband polarization, the lattice and exchange-correlation kernels are absent from the RPA values. The law also needs the frequency √(2πn/(mD)) to be far above both the thermal energy and the scattering rate of the carriers. Merely exceeding them is not enough. The out-of-phase modes with qD ≪ 1 lie well below this frequency and are the first to become thermally occupied. Scattering at a rate γ replaces u² by u(u + γ) in the cold-fluid P. This lowers λ at every q and weakens the attraction, mostly through modes with qD of order 1. The numerical output below gives the remaining distances and the test values.

Numbers as computed

```
density n = 0.100 1/angstrom^2 = 0.028003 1/bohr^2
mass m = 1 electron mass; k_F = 0.7927 1/angstrom
comparison gap frequency = 5.00 eV
C = 0.062978, C1 = 0.239072 (dimensionless)
first series term of C = 0.058749
C sqrt(2 pi)/(4 pi) = 0.012562
correction coefficient (3/8) C1/C = 1.4235
correction length for m=1 = 0.7533 angstrom
box mode sum / law = 0.99940
largest relative mode-frequency error = 8.8e-06
RPA correction coefficients (n,m=1; n/4,m=1; n,m=0.5) = 1.4007, 1.4007, 1.4007
exchange kernel f = -4.7680 hartree bohr^2
coefficient with f: law -0.0168, integral -0.0375
gapped modes / pair sum at 5000 bohr = 0.99688
retardation quadrature / law at eps=1e-4 = 0.9965
Energies in eV/angstrom^2:
D (angstrom) | plasmon law | with correction | RPA | gapped
 10.0 | -1.3159e-04 | -1.2168e-04 | -1.2306e-04 | -1.5498e-05
  RPA/law = 0.9351; RPA/gapped = 7.94
 20.0 | -2.3262e-05 | -2.2386e-05 | -2.2469e-05 | -1.2558e-06
  RPA/law = 0.9659; RPA/gapped = 17.89
 40.0 | -4.1122e-06 | -4.0347e-06 | -4.0398e-06 | -9.1897e-08
  RPA/law = 0.9824; RPA/gapped = 43.96
 80.0 | -7.2694e-07 | -7.2009e-07 | -7.2039e-07 | -6.2786e-09
  RPA/law = 0.9910; RPA/gapped = 114.74
plasmon law at 10 angstrom = -1.3542e-06 hartree/bohr^2
exponent 10-20 angstrom: RPA -2.4533, gapped -3.6253
exponent 20-40 angstrom: RPA -2.4756, gapped -3.7725
exponent 40-80 angstrom: RPA -2.4874, gapped -3.8715
eps at 80 angstrom = 1.416e-03
relative retardation change there = 8.70e-05
distance where eps = 1: 5.648e+04 angstrom
```
